\section*{Internal relaxation and the elastic constants of hcp crystals}

\section{Which strained cells need relaxed atoms}

Elastic constants can be computed by straining a unit cell and recording the energy. For each strain one must decide whether the atoms may stay at the positions carried along by the cell (clamped constants) or must be relaxed within it (relaxed constants). In a stress-free elemental hcp crystal the following set of strains yields all constants, and relaxation matters for the last one alone:
\begin{center}
\begin{tabular}{lll}
strain & energy per volume & relax atoms? \\
$e_{xx}=e_{yy}=e$ & $(C_{11}+C_{12})e^2$ & no \\
$e_{zz}=e$ & $\tfrac12C_{33}e^2$ & no \\
$e_{xx}=e_{yy}=e_{zz}=e$ & $(C_{11}+C_{12}+2C_{13}+\tfrac12C_{33})e^2$ & no \\
$\gamma_{yz}=\gamma$ & $\tfrac12C_{44}\gamma^2$ & no \\
$\gamma_{xy}=\gamma$ & $\tfrac12C_{66}\gamma^2$ & yes
\end{tabular}
\end{center}
Then $C_{11}=\tfrac12(C_{11}+C_{12})+C_{66}$ and $C_{12}=\tfrac12(C_{11}+C_{12})-C_{66}$. A strain $e_{xx}$ alone contains basal shear and also needs relaxation. With a superscript 0 for clamped constants, the result behind the table is
\begin{equation}
C_{11}=C_{11}^0-\Delta,\quad C_{66}=C_{66}^0-\Delta,\quad C_{12}=C_{12}^0+\Delta,\quad \Delta=\frac{L^2}{KV}\ge 0,
\label{result}
\end{equation}
with $C_{11}+C_{12}$, $C_{13}$, $C_{33}$ and $C_{44}$ unchanged. Here $V$ is the cell volume, $K$ the stiffness of the crystal against basal displacement of one sublattice relative to the other, and $L$ the coupling of that displacement to basal shear, both per cell.

\section{Variables and energy expansion}

The cell holds atoms A and B. The axis $x$ lies along a lattice vector of length $a$, and $z$ along the $c$ axis. Seen from A, the nearest B atoms lie at heights $\pm c/2$, with basal projections at $30^\circ$, $150^\circ$ and $270^\circ$.

Let $e$ be the Lagrangian strain: a reference vector $\mathbf v$ acquires the squared length $\mathbf v\cdot(1+2e)\mathbf v$. Rigid rotations leave $e$ unchanged and so drop out. Let $\mathbf u$ be the displacement of sublattice B relative to A beyond the homogeneous strain, in reference coordinates, so that an A--B vector $\mathbf d$ becomes $\mathbf d+\mathbf u$ before straining. A common translation costs no energy, so $\mathbf u$ is the full set of internal coordinates. Engineering shears are $\gamma_{xy}=2e_{xy}$, and likewise for $yz$ and $xz$.

To second order the energy per cell is
\begin{equation}
E=E_0+\tfrac V2\sum_{IJ}C^0_{IJ}e_Ie_J+\sum_{iI}u_iM_{iI}e_I+\tfrac12\sum_{ij}\Phi_{ij}u_iu_j ,
\label{expansion}
\end{equation}
where $I,J$ run over the six strain components. The term linear in $e$ is absent because $a$ and $c$ are chosen to make the stress vanish. For the same reason it does not matter that Lagrangian and small strain differ at second order: that difference would multiply the stress. The term linear in $\mathbf u$ vanishes by symmetry, as shown next.

\section{What the site symmetry permits}

The site group of each atom is $D_{3h}$. It is generated by a rotation through $\theta=120^\circ$ about $z$, the mirror $z\to-z$ and the mirror $x\to-x$. An operation $R$ about an A atom maps lattice vectors to lattice vectors, hence sublattice A onto itself. The remaining atoms, sublattice B, are then also mapped onto themselves. Therefore $\mathbf u$ transforms as an ordinary vector:
\begin{equation}
E(ReR^{T},R\mathbf u)=E(e,\mathbf u).
\end{equation}
A force term $\mathbf f\cdot\mathbf u$ would need $R\mathbf f=\mathbf f$ for every $R$. The horizontal mirror removes $f_z$ and the rotation removes $f_x,f_y$, so $\mathbf f=0$.

\subsection{Horizontal mirror}

Under $z\to-z$ the quantities $u_x,u_y,e_{xx},e_{yy},e_{zz},\gamma_{xy}$ are even, while $u_z,\gamma_{yz},\gamma_{xz}$ are odd. A bilinear term must pair even with even or odd with odd. Of the 18 entries of $M$, this leaves $2\times4+1\times2=10$.

\subsection{Threefold axis}

Define
\begin{equation}
\begin{aligned}
u_+&=u_x+iu_y, & D&=e_{xx}-e_{yy}, & s&=e_{xx}+e_{yy},\\
w&=D+i\gamma_{xy}, & t&=\gamma_{xz}+i\gamma_{yz}.
\end{aligned}
\end{equation}
Strain components transform like products of coordinates, and $(x+iy)^2=x^2-y^2+2ixy$. A rotation by $\theta$ thus gives
\begin{equation}
u_+\to e^{i\theta}u_+,\qquad w\to e^{2i\theta}w,\qquad t\to e^{i\theta}t,
\end{equation}
while $s$, $e_{zz}$ and $u_z$ do not change. For $\theta=120^\circ$ the products allowed by the mirror acquire these phases:
\begin{align}
u_+s,\ u_+e_{zz}&:\ e^{i\theta}\ne1, & u_zt&:\ e^{i\theta}\neq1,\\
u_+w^*&:\ e^{-i\theta}\neq1, & u_+w&:\ e^{3i\theta}=1 .
\end{align}
Only $u_+w$ survives. Its real and imaginary parts are two possible real couplings:
\begin{equation}
u_+w=(u_xD-u_y\gamma_{xy})+i(u_x\gamma_{xy}+u_yD).
\end{equation}

\subsection{Vertical mirror}

Under $x\to-x$, $u_x$ and $\gamma_{xy}$ change sign and $u_y$ and $D$ do not. The real part is odd and drops out; the imaginary part is even. Hence
\begin{equation}
\sum_{iI}u_iM_{iI}e_I=L\left[u_x\gamma_{xy}+u_y(e_{xx}-e_{yy})\right].
\label{coupling}
\end{equation}
In group language, the basal pair $(u_x,u_y)$ and the pair $(\gamma_{xy},D)$ both belong to $E'$, the one representation shared by displacement and strain.

The same phases fix $\Phi$. The mirror $z\to-z$ excludes $u_zu_x$ and $u_zu_y$. The product $u_+^2$ has phase $e^{2i\theta}\ne1$, whereas $|u_+|^2$ and $u_z^2$ are invariant, so
\begin{equation}
\tfrac12\sum_{ij}\Phi_{ij}u_iu_j=\tfrac12K(u_x^2+u_y^2)+\tfrac12K_zu_z^2 .
\end{equation}
Stability against relative motion of the sublattices requires $K>0$ and $K_z>0$.

Inversion about the midpoint of an A--B pair exchanges the sublattices. If their displacements are $\mathbf s_A,\mathbf s_B$, the new ones are $-\mathbf s_B,-\mathbf s_A$, and the new relative displacement is $-\mathbf s_A+\mathbf s_B=\mathbf u$. Strain is also unchanged, so inversion adds no restriction. The argument therefore also covers two different elements on the two sublattices, provided both sites keep $D_{3h}$ symmetry.

\section{Elimination of the displacement}

Setting the derivatives of the energy with respect to $\mathbf u$ to zero gives
\begin{align}
Ku_x+L\gamma_{xy}&=0 &&\Rightarrow& u_x&=-L\gamma_{xy}/K,\\
Ku_y+L(e_{xx}-e_{yy})&=0 &&\Rightarrow& u_y&=-L(e_{xx}-e_{yy})/K,
\label{response}\\
K_zu_z&=0 &&\Rightarrow& u_z&=0 .
\end{align}
Inserting these values, the quadratic term contributes $+L^2/(2K)$ and the coupling $-L^2/K$, each times $D^2+\gamma_{xy}^2$. Per volume,
\begin{equation}
\frac{\delta E}{V}=-\frac{\Delta}{2}\left[(e_{xx}-e_{yy})^2+\gamma_{xy}^2\right],\qquad \Delta=\frac{L^2}{KV}.
\label{lowering}
\end{equation}

The clamped energy has the hexagonal form
\begin{equation}
\begin{aligned}
\frac{E-E_0}{V}={}&\tfrac12C_{11}^0(e_{xx}^2+e_{yy}^2)+C_{12}^0e_{xx}e_{yy}+C_{13}^0(e_{xx}+e_{yy})e_{zz}\\
&+\tfrac12C_{33}^0e_{zz}^2+\tfrac12C_{44}^0(\gamma_{yz}^2+\gamma_{xz}^2)+\tfrac12C_{66}^0\gamma_{xy}^2 .
\end{aligned}
\end{equation}
In (\ref{lowering}), $-\tfrac\Delta2(e_{xx}^2+e_{yy}^2)$ lowers $C_{11}$ by $\Delta$, the cross term $+\Delta e_{xx}e_{yy}$ raises $C_{12}$ by $\Delta$, and $-\tfrac\Delta2\gamma_{xy}^2$ lowers $C_{66}$ by $\Delta$. No other coefficient is touched, which proves (\ref{result}). The hexagonal relation survives, since $\tfrac12(C_{11}-C_{12})$ changes by $\tfrac12(-\Delta-\Delta)=-\Delta$, as $C_{66}$ does.

Symmetry permits $L$ but does not set its size; the lowering is strict when $L\ne0$. Exchanging the labels A and B reverses the sign of $L$ and leaves $\Delta$ unchanged. Given $K>0$, stability of the relaxed crystal against basal shear further requires $\Delta<C_{66}^0$, that is $L^2<KVC_{66}^0$.

\subsection{The bulk modulus}

Under hydrostatic pressure $P$ let $e_{xx}=e_{yy}=e$ and $e_{zz}=f$. Then
\begin{equation}
(C_{11}+C_{12})e+C_{13}f=-P,\qquad 2C_{13}e+C_{33}f=-P .
\end{equation}
With $N=(C_{11}+C_{12})C_{33}-2C_{13}^2$ the solution is $e=-P(C_{33}-C_{13})/N$ and $f=-P(C_{11}+C_{12}-2C_{13})/N$. The relative volume change is $2e+f$, so
\begin{equation}
B=\frac{-P}{2e+f}=\frac{(C_{11}+C_{12})C_{33}-2C_{13}^2}{C_{11}+C_{12}+2C_{33}-4C_{13}} .
\label{bulk}
\end{equation}
Every combination in it is unaffected by relaxation, and so is $B$.

\section{Using forces instead of relaxations}

Let $\mathbf f_B=-\mathbf f_A$ be the forces on the two atoms. A relative displacement changes the energy by $-\mathbf f_B\cdot\mathbf u$ to first order, so $f_{B,i}=-\partial E/\partial u_i$. Two clamped calculations then give $\Delta$ to leading order:
\begin{equation}
L=-\frac{f_{B,y}}{e_{xx}}\ \ (\mathbf u=0),\qquad K=-\frac{f_{B,y}}{u_y}\ \ (e=0).
\end{equation}
Both are limits of small strain or displacement. Averaging the quotients for $+$ and $-$ steps removes the first correction.

One higher-order term deserves care. The product $u_+^3$ has phase $e^{3i\theta}=1$, and its mirror-even part permits an energy $g(3u_x^2u_y-u_y^3)$. At zero strain the force is zero, yet the central energy difference $[E(u_y=h)-E(u_y=-h)]/(2h)$ equals $-gh^2$ to leading order. A small residue that scales as $h^2$ is therefore no sign of a misplaced atom.

\section{A crystal of nearest-neighbour springs}

Let nearest neighbours be joined by unstretched springs of constant $k$ and length $a$, with $c/a=\sqrt{8/3}$ and $V=\tfrac{\sqrt3}{2}a^2c=\sqrt2\,a^3$. For a bond of unit direction $\mathbf n$ the first-order elongation is
\begin{equation}
\delta=a\,\mathbf n\cdot e\,\mathbf n+\mathbf n\cdot\mathbf u ,
\end{equation}
the last term being present for A--B bonds. The springs are unstretched, so $E=\tfrac k2\sum\delta^2$ is complete to second order. Each cell has six in-plane bonds (directions $0^\circ,60^\circ,120^\circ$, each twice) and six A--B bonds with
\begin{equation}
\mathbf n=\left(\tfrac{\cos\varphi}{\sqrt3},\tfrac{\sin\varphi}{\sqrt3},\pm\sqrt{\tfrac23}\right),\qquad \varphi=30^\circ,150^\circ,270^\circ .
\end{equation}
In the sums below, the first number comes from in-plane and the second from A--B bonds:
\begin{align}
VC^0_{11}/(ka^2)&=\textstyle\sum n_x^4=\tfrac94+\tfrac14=\tfrac52,\\
VC^0_{12}/(ka^2)=VC^0_{66}/(ka^2)&=\textstyle\sum n_x^2n_y^2=\tfrac34+\tfrac1{12}=\tfrac56,\\
VC^0_{13}/(ka^2)=VC^0_{44}/(ka^2)&=\textstyle\sum n_x^2n_z^2=0+\tfrac23,\\
VC^0_{33}/(ka^2)&=\textstyle\sum n_z^4=0+\tfrac83 .
\end{align}
For $C_{44}$ the sum is strictly $\sum n_y^2n_z^2$, which the threefold axis makes equal to $\sum n_x^2n_z^2$. The internal constants follow from the A--B bonds:
\begin{align}
K&=k\textstyle\sum n_y^2=k\cdot\tfrac23\left(\tfrac14+\tfrac14+1\right)=k,\\
L&=ka\textstyle\sum n_yn_x^2=ka\cdot\frac{2}{3\sqrt3}\left(\tfrac38+\tfrac38+0\right)=\frac{ka}{2\sqrt3}.
\end{align}
Hence $\Delta=(k^2a^2/12)/(k\sqrt2a^3)=k/(12\sqrt2\,a)$. In this unit,
\begin{equation}
\begin{array}{lcccccc}
 & C_{11}&C_{12}&C_{13}&C_{33}&C_{44}&C_{66}\\
\text{clamped}&30&10&8&32&8&10\\
\text{relaxed}&29&11&8&32&8&9
\end{array}
\end{equation}
Relaxation lowers $C_{66}$ by 10\% of its clamped value. It also breaks the clamped equality $C_{12}=C_{66}$ of this model, by $2\Delta$, but leaves $C_{13}=C_{44}$ intact.

\section{A model metal with a many-body term}

The second example uses the Gupta energy per atom,
\begin{equation}
E_i=A\sum_{j\ne i}e^{-p(r_{ij}/r_0-1)}-\xi\Big[\sum_{j\neq i}e^{-2q(r_{ij}/r_0-1)}\Big]^{1/2},
\end{equation}
with the round parameters $A=0.1$~eV, $\xi=1.2$~eV, $p=10$, $q=3$ and $r_0=3.0$~\AA. They represent no particular metal. The sums include neighbours within $6.05\,a$ in the ideal lattice. Minimizing the energy numerically gives $a=2.958$~\AA, $c=4.829$~\AA\ and $V=36.60$~\AA$^3$. Second differences of the energy give $L=1.2224$~eV/\AA\ and $K=0.8665$~eV/\AA$^2$, so
\begin{equation}
\Delta=\frac{(1.2224)^2}{0.8665\times36.60}\ \frac{\text{eV}}{\text{\AA}^3}=0.0471\ \frac{\text{eV}}{\text{\AA}^3}=7.55\ \text{GPa}.
\end{equation}
The relaxed column below does not use (\ref{result}): $\mathbf u$ was relaxed at each strained geometry and the minimized energy differentiated numerically. Values are in GPa, with two decimals kept so that the differences can be followed; the changes are relative to the clamped values.
\begin{center}
\begin{tabular}{lrrr}
 & clamped & relaxed & change \\
$C_{11}$ & 134.71 & 127.17 & $-5.6\%$ \\
$C_{12}$ & 72.41 & 79.96 & $+10.4\%$ \\
$C_{66}$ & 31.15 & 23.60 & $-24.2\%$ \\
$C_{13}$ & 63.50 & 63.50 & 0 \\
$C_{33}$ & 143.99 & 143.99 & 0 \\
$C_{44}$ & 22.18 & 22.18 & 0
\end{tabular}
\end{center}
The three shifts equal $\Delta$ in size to within rounding. The sum $C_{11}+C_{12}$ stays at 207.13~GPa, and (\ref{bulk}) gives $B=90.25$~GPa for both sets. The same $\Delta$ weighs most on $C_{66}$ because that constant is the smallest of the three.

Mixing the sets causes an error of its own. Clamped $C_{11}$ combined with relaxed $C_{66}$ gives $C_{11}^0-2C_{66}=134.71-47.20=87.51$~GPa for $C_{12}$, too large by $\Delta$ relative to the relaxed value.

\subsection{Displacements at first and second order}

For $e_{xx}=10^{-4}$, (\ref{response}) gives $u_y=-1.2224\times10^{-4}/0.8665=-1.411\times10^{-4}$~\AA, and the numerical relaxation gives the same to these digits.

Atoms also move under $\gamma_{yz}$, but at second order, where the value depends on the strain measure. For the Lagrangian strain used here, the relaxed $u_y$ is $-1.76\times10^{-4}$~\AA\ at $\gamma_{yz}=0.005$ and $-7.06\times10^{-4}$~\AA\ at $0.010$, a ratio of 4.01. The reason is that $u_+t^2$ has phase $e^{3i\theta}=1$. Its mirror-even part permits the energy
\begin{equation}
G\left[2u_x\gamma_{xz}\gamma_{yz}+u_y(\gamma_{xz}^2-\gamma_{yz}^2)\right].
\end{equation}
For pure $\gamma_{yz}$ this yields $u_y=G\gamma_{yz}^2/K$ and an energy gain $G^2\gamma_{yz}^4/(2K)$. Being of fourth order, the gain does not enter $C_{44}$. Motion of the atoms in a relaxation therefore does not by itself show that an elastic constant changes; only a displacement linear in the strain does.

\section{Where the result fails}

Each symmetry element removes some couplings. Without the horizontal mirror, four couplings are allowed instead of one: $u_zs$, $u_ze_{zz}$, $u_x\gamma_{xz}+u_y\gamma_{yz}$ and (\ref{coupling}). Relaxation may then change $C_{13}$, $C_{33}$, $C_{44}$ and $C_{11}+C_{12}$ as well. The crystal is then trigonal and has a further constant $C_{14}$, which also shifts, because $u_y$ couples both to $\gamma_{yz}$ and to $e_{xx}-e_{yy}$. With the two mirrors but no threefold axis there are five: $u_x\gamma_{xy}$, $u_ye_{xx}$, $u_ye_{yy}$, $u_ye_{zz}$ and $u_z\gamma_{yz}$. Without the vertical mirror there are two, the real and imaginary parts of $u_+w$; both still involve basal shear alone. With coefficients $L_1$ and $L_2$ for these parts, the derivatives of the coupling energy with respect to $u_x$ and $u_y$ are $L_1D+L_2\gamma_{xy}$ and $L_2D-L_1\gamma_{xy}$, whose squares sum to $(L_1^2+L_2^2)(D^2+\gamma_{xy}^2)$. The form of $\Phi$ did not use this mirror, so (\ref{result}) still holds with $L^2$ replaced by $L_1^2+L_2^2$.

A magnetic order or a distortion that removes the horizontal mirror or the threefold axis therefore calls for a new analysis. So does a hexagonal crystal with more atoms per cell: an internal coordinate that is itself invariant under the group may couple to $s$ and $e_{zz}$, and a pair of coordinates that transforms like $(\gamma_{xz},\gamma_{yz})$, such as opposite basal shifts of two atoms related by the horizontal mirror, may couple to those shears and lower $C_{44}$. The derivation concerns the static energy at zero stress; vibrational contributions and the definition of elastic constants under load are outside it.
